# Depinning against tunnelling: the optimum insulator thickness in a metal–semiconductor contact

A contact calculation must fix the thickness \(t\) of any insulator placed between metal and semiconductor. If \(t\) enters only as a tunnelling resistance, the best choice is zero. If it enters only as a cure for Fermi-level pinning, thicker is better. The decision depends on how fast each effect acts, so they are first treated separately.

## Model and conventions

The semiconductor is n-type and moderately doped. The barrier \(\phi_B\) is the conduction edge at the interface minus the Fermi level, an energy. Without depletion charge and fixed traps, it lies between two reference values:

- \(\phi_d=\Phi_M-\chi\), the unpinned barrier, with \(\Phi_M\) the metal work function and \(\chi\) the electron affinity;
- \(\phi_p\), the barrier when the Fermi level lies at the charge neutrality level of the interface states.

Let \(\Delta=\phi_p-\phi_d>0\). Formulas are in SI form, with \(q>0\) the elementary charge and \(k\) Boltzmann's constant. Depletion charge, fixed traps and tunnelling through the depletion layer are omitted at first and sized later.

## Contribution 1: tunnelling loss

An electron at the conduction edge lies an energy \(\Phi_i\) below the insulator's conduction band. With insulator mass \(m_i\), its wave function obeys \(\psi''=(2m_i\Phi_i/\hbar^2)\psi\). The decaying solution, squared, gives the transmission

\[
\mathcal T=e^{-\beta t},\qquad \beta=\frac{2\sqrt{2m_i\Phi_i}}{\hbar}.
\]

The matching prefactor is set to one here.

To obtain the resistivity, sum the current over states. A small voltage \(V\) separates the Fermi levels of the two sides by \(qV\), so the conductance per area is

\[
G=q^2\sum_{\rm valleys}\int_{v_z>0}\frac{2\,d^3k}{(2\pi)^3}\,v_z\mathcal T\left(-\frac{\partial f}{\partial E}\right).
\]

The voltage may also shift the barrier. That shift changes two opposing flows equally, and they cancel at equilibrium, so it does not affect the zero-bias conductance.

Measure energy from the Fermi level: \(E=\phi_B+E_z+E_\perp\). For \(\phi_B\gg kT\), \(-\partial f/\partial E\simeq e^{-E/kT}/kT\). Also \(v_z\,dk_z=dE_z/\hbar\), and an elliptical transverse energy surface gives \(d^2k_\perp=2\pi\sqrt{m_xm_y}\,dE_\perp/\hbar^2\). Each energy integral contributes \(kT\), hence

\[
G=\frac{q^2kT}{2\pi^2\hbar^3}\Big(\sum_{\rm valleys}\sqrt{m_xm_y}\Big)e^{-\phi_B/kT-\beta t}.
\]

With \(A^*=qk^2\sum\sqrt{m_xm_y}/(2\pi^2\hbar^3)\), the contact resistivity \(\rho_c=1/G\) is

\[
\rho_c=\frac{k}{qA^*T}\exp\left(\frac{\phi_B}{kT}+\beta t\right).
\]

At fixed \(\phi_B\), the insulator can only raise \(\rho_c\).

## Contribution 2: depinning gain

Metal wave functions leak into the semiconductor gap and provide interface states. Their density, per area and energy, is taken as uniform in energy. An insulator attenuates the leaking waves. At the neutrality level the decay is governed by the greater depth \(\Phi_i+\phi_p\). This rate is used for all the states. Those above neutrality decay somewhat more slowly, an effect sized later:

\[
D=D_0e^{-\alpha t},\qquad
\alpha=\frac{2\sqrt{2m_i(\Phi_i+\phi_p)}}{\hbar}.
\]

If \(\phi_B<\phi_p\), the Fermi level is above neutrality by \(\phi_p-\phi_B\), and the states hold \(D(\phi_p-\phi_B)\) extra electrons per area. The metal carries the opposite charge. Between the two sheets lie a residual gap \(\delta_0\) of vacuum permittivity and the insulator, of relative permittivity \(\epsilon_i\). The gap is taken as transparent to electrons; a loss in it that does not depend on \(t\) would multiply every \(\rho_c\) by the same factor and leave the optimum in place. The negative sheet raises the electron energy at the semiconductor, so

\[
\phi_B=\phi_d+p(\phi_p-\phi_B),\qquad
p=\frac{q^2D_0}{\epsilon_0}\left(\delta_0+\frac{t}{\epsilon_i}\right)e^{-\alpha t}.
\]

Collecting \(\phi_B\) gives \((1+p)\phi_B=\phi_d+p\phi_p=(1+p)\phi_d+p\Delta\), and therefore

\[
\phi_B=\phi_d+\Delta\frac{p}{1+p}.
\]

The response to the work function is \(S=\partial\phi_B/\partial\Phi_M=1/(1+p)\). Large \(p\) means pinning; small \(p\) means a free barrier.

Thickness acts on \(p\) in two ways. It removes states, but it also lengthens the dipole, so each remaining charge shifts the barrier more. Put \(t_0=\epsilon_i\delta_0\) and \(P_0=p(0)\). Then \(p=P_0(1+t/t_0)e^{-\alpha t}\), and

\[
\frac{dp}{dt}=-a\,p,\qquad a(t)=\alpha-\frac1{t+t_0}.
\]

I assume \(\alpha t_0>1\), so \(a>0\) and depinning begins at once. If the states did not decay (\(\alpha=0\)), \(p\) would grow and the insulator would strengthen the pinning.

## Weighing the two

Since \(d[p/(1+p)]/dp=1/(1+p)^2\),

\[
\frac{d\ln\rho_c}{dt}=\beta-\frac{\Delta}{kT}\,g(t),\qquad
g=\frac{a\,p}{(1+p)^2}.
\]

The first term is the loss per unit thickness, the second the gain. Resistivity falls from \(t=0\) if

\[
\frac{\Delta}{kT}\left(\alpha-\frac1{t_0}\right)\frac{P_0}{(1+P_0)^2}>\beta .
\]

The initial fall is therefore conditional. The factor \(P_0/(1+P_0)^2\) is unchanged by \(P_0\to1/P_0\) and peaks at \(1/4\) for \(P_0=1\). The condition thus selects a window whose edges have product one. Below it there is too little pinning to remove. Above it pinning is so stiff that removing some states hardly moves the barrier.

The number of minima follows from the shape of \(g\). Differentiating its logarithm,

\[
\frac{d\ln g}{dt}=\frac{1}{a(t+t_0)^2}-a\,\frac{1-p}{1+p}.
\]

For \(p\ge1\) this is positive. For \(p<1\), multiplying by \(a(t+t_0)^2>0\) shows that its sign is that of

\[
1-\big[\alpha(t+t_0)-1\big]^2\frac{1-p}{1+p}.
\]

Both factors in the subtracted product grow with \(t\), so the sign changes at most once, from plus to minus. Hence \(g\) has at most one maximum and finally tends to zero. Two cases follow:

- If \(\rho_c\) falls initially, \(g\) crosses \(\beta kT/\Delta\) once, downwards: there is one minimum.
- If \(\rho_c\) rises initially, it either keeps rising or passes through a maximum and then a minimum (apart from tangency). That minimum need not lie below \(\rho_c(0)\).

At the minimum let \(s=p/(1+p)\), so that \(p/(1+p)^2=s(1-s)\). With \(b=\Delta a/(\beta kT)\), the balance is \(s(1-s)=1/b\). At a minimum \(g\) is falling, which requires \(p<1\) and selects the smaller root:

\[
s_*=\frac{1-\sqrt{1-4/b}}2,\qquad
t_*=\frac1\alpha\ln\left[\frac{P_0(1+t_*/t_0)(1-s_*)}{s_*}\right].
\]

Because \(a\) depends weakly on \(t_*\), the two equations are solved together.

**Weak-drive limit.** For constant \(a\), turning points require \(b>4\). If also \(a=\beta\), this means \(\Delta>4kT\), about 0.10 eV at 300 K. With these equal rates, a smaller pinning shift cannot pay for the tunnelling at any thickness; for \(\beta<a\) the threshold is lower.

**Strong-drive limit.** For \(b\gg4\), \(s_*\simeq1/b\), and the barrier left above \(\phi_d\) is

\[
\phi_B-\phi_d\simeq kT\,\frac{\beta}{a}.
\]

When \(\beta\) and \(a\) are comparable, depinning stops paying once the remaining excess is of order \(kT\). A low insulator barrier makes \(\beta/a\) small, and depinning then pays down to a smaller excess.

## A worked contact

Take \(T=300\) K, \(\phi_d=0.25\) eV, \(\phi_p=0.75\) eV and \(D_0=1.5\times10^{14}\) cm⁻²eV⁻¹. The insulator has \(\Phi_i=2.0\) eV, \(m_i=0.3\,m_0\) and \(\epsilon_i=7\); the residual gap is 0.3 nm. These give \(\alpha=9.31\) nm⁻¹, \(\beta=7.94\) nm⁻¹, \(t_0=2.1\) nm and \(P_0=8.14\). For a (100) silicon surface the valley sum is \(2.05\,m_0\), so \(k/(qA^*T)=1.17\times10^{-9}\) Ω cm².

| \(t\) (nm) | \(\phi_B\) (eV) | \(e^{-\beta t}\) | \(\rho_c\) (Ω cm²) |
|---|---|---|---|
| 0 | 0.695 | 1 | 560 |
| 0.2 | 0.540 | 0.20 | 6.9 |
| 0.57 | 0.274 | 0.011 | 0.0044 |
| 1.0 | 0.251 | 0.00036 | 0.053 |
| 2.0 | 0.250 | \(1.3\times10^{-7}\) | 145 |

At the optimum \(a=8.93\) nm⁻¹, so

\[
b=\frac{0.50\times8.93}{7.94\times0.02585}\simeq21.8,\qquad s_*=0.048,
\]
\[
t_*=\frac1{9.31}\ln\left[\frac{8.14(1+0.572/2.1)(0.952)}{0.048}\right]\simeq0.57\ {\rm nm}.
\]

The remaining excess is 24 meV; the strong-drive estimate gives 23 meV. The lower barrier gains a factor \(1.2\times10^7\), tunnelling costs a factor 93, and the net reduction is \(1.3\times10^5\). Beyond the optimum almost no barrier is left to remove, while the loss continues at the same exponential rate. The benefit is gone at 2.2 nm.

The initial fall requires \(0.051<P_0<19.5\), or \(D_0\) between \(9.5\times10^{11}\) and \(3.6\times10^{14}\) cm⁻²eV⁻¹ with the other parameters fixed.

As a test, the conductance was integrated over \(\mathbf k\), with the barrier found by explicit Fermi filling of the gap states, all decaying at the same rate \(\alpha\), and with tunnelling dependent on \(E_z\). Direct minimization also gives 0.572 nm. The resistivity there is 3% lower, because carriers above the band edge meet a lower insulator barrier. To first order \(\beta(E_z)\simeq\beta(1-E_z/2\Phi_i)\), and the thermal average multiplies \(G\) by \(1/(1-\beta tkT/2\Phi_i)\simeq1.03\).

## Weighing what was omitted

**Doping.** Consider a depletion barrier of height \(\psi\) and width \(W=\sqrt{2\epsilon_s\psi/(q^2N)}\), with donor density \(N\), semiconductor permittivity \(\epsilon_s\) and tunnelling mass \(m\). For an electron at the bulk band edge, the tunnelling exponent is

\[
\frac{2\sqrt{2m\psi}}{\hbar}\int_0^W\left(1-\frac xW\right)dx
=\frac{\psi}{E_{00}},\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon_s}} .
\]

As \(N\) rises, a given barrier costs less, so there is less to gain by lowering it. Depletion charge also lowers \(\phi_B\). A semiclassical calculation with both effects and \(m=0.19\,m_0\), all other parameters fixed, gives:

| \(N\) (cm⁻³) | \(t_*\) (nm) | \(\rho_c(0)/\rho_c(t_*)\) |
|---|---|---|
| \(5\times10^{16}\) | 0.56 | \(1.4\times10^5\) |
| \(10^{19}\) | 0.43 | \(1.6\times10^3\) |
| \(10^{20}\) | 0.24 | 3.6 |

At the lightest doping the optimum hardly moves, though both resistivities fall about threefold. At \(10^{20}\) cm⁻³ the direct contact already has \(1.9\times10^{-8}\) Ω cm², and the nominal optimum is too thin to be a continuous layer. The table uses the abrupt depletion approximation and one tunnelling mass for all valleys. With the band bending from Poisson's equation and Fermi statistics, and each valley tunnelling with its own normal mass, the ratios become \(1.3\times10^5\), \(1.6\times10^3\) and 4.2, the optima 0.56, 0.44 and 0.26 nm, and the direct contact at \(10^{20}\) cm⁻³ has \(3.5\times10^{-8}\) Ω cm².

**Fixed traps.** Traps that do not decay with \(t\) keep pinning the barrier. They are assumed here to share the neutrality level of the gap states; traps neutral nearer the conduction edge do less harm. A density of \(10^{12}\) cm⁻²eV⁻¹ raises the minimum threefold, to 0.013 Ω cm². A density of \(10^{13}\) raises it to 3.7 Ω cm² and moves it to 0.43 nm.

**Wave matching.** A one-dimensional matching calculation used a metal kinetic energy of 10 eV, the longitudinal mass \(0.916\,m_0\) for transmitted electrons and \(0.2\,m_0\) for gap states. It reproduces both decay rates and puts the optimum at 0.58 nm, with a reduction of \(3.4\times10^5\). Giving the four valleys that carry most of the current their normal mass \(0.19\,m_0\) leaves the optimum at 0.58 nm and raises the reduction to \(3.7\times10^5\). The location is less sensitive to the prefactors than the gain.

**Smaller corrections.** If each gap state decays at the rate set by its own energy, the optimum of the worked contact moves to 0.59 nm and its minimum resistivity rises by about a quarter. Image-force lowering of the direct contact is about 33 meV at \(5\times10^{16}\) cm⁻³, slightly above \(kT\); the same estimate gives about 0.2 eV at \(10^{20}\) cm⁻³, and the doping table does not include it. If lateral momentum were conserved in the insulator, four of the six valleys at the (100) silicon surface would be nearly blocked and \(\rho_c\) at the optimum would rise a little over five times. The built-in insulator field there is 0.09 MV/cm without depletion charge, which lowers it at this light doping, so breakdown is not a concern at zero bias. At 400 K, with parameters fixed, the optimum is 0.54 nm and the reduction \(2.3\times10^3\): heat makes the pinned barrier less costly.

## Reading the result for a real contact

The parameters are roughly those of a low-work-function metal on n-silicon with a nitride-like layer. The decay rates use a one-band insulator, but in nitride the neutrality level lies near midgap, where the valence band slows the decay. With the two-band form \(\kappa^2=(2m_iE/\hbar^2)(1-E/E_g)\), where \(\kappa\) is the amplitude decay constant, \(E\) the depth below the insulator's conduction band and \(E_g=5.0\)–5.3 eV its gap, and with each state decaying at its own rate, both rates fall to 6.2–6.5 nm⁻¹. The optimum then moves to about 0.8 nm and the reduction is about \(6\times10^4\). The doping of \(5\times10^{16}\) cm⁻³ is far below that of scaled source and drain regions, which is roughly \(10^{20}\) cm⁻³ or more. At \(10^{20}\) cm⁻³ the gain in this model is not \(10^5\) but a factor of about 4; higher doping was not computed. Real layers also have traps, uneven thickness and possible reactions with the metal, and bulk values of \(\Phi_i\), \(m_i\) and \(\epsilon_i\) are uncertain at two atomic layers. An excess of 0.3 nm alone raises the minimum of the worked contact 4.5 times. Insertion is therefore worth considering when the direct contact is pinned well above the metal's unpinned barrier, doping is limited, traps are few and thickness is controlled to a fraction of a nanometre. The numerical output below lists most of these values.

## Values computed for the example and the checks

```
kT = 25.85 meV; Delta = 0.50 eV
phi_d = 0.25 eV; phi_p = 0.75 eV
D0 = 1.50e+14 /(eV cm2); P0 = 8.14
delta0 = 0.3 nm; eps_i = 7; t0 = 2.1 nm
insulator: barrier 2.0 eV, mass 0.3 m0
alpha = 9.31 /nm; beta = 7.94 /nm
wave-matching slopes: 9.31, 7.93 /nm
A* = 246 A/(cm2 K2); ratio to free 2.05
prefactor k/(qA*T) = 1.17e-09 ohm cm2
t (nm) | S | phi_B (eV) | exp(-beta t) | rho (ohm cm2)
0.000 | 0.109 | 0.695 | 1.00e+00 | 5.59e+02
0.200 | 0.419 | 0.540 | 2.04e-01 | 6.86e+00
0.400 | 0.810 | 0.345 | 4.18e-02 | 1.74e-02
0.572 | 0.952 | 0.274 | 1.07e-02 | 4.39e-03
0.800 | 0.993 | 0.253 | 1.75e-03 | 1.20e-02
1.000 | 0.999 | 0.251 | 3.57e-04 | 5.28e-02
1.500 | 1.000 | 0.250 | 6.76e-06 | 2.74e+00
2.000 | 1.000 | 0.250 | 1.28e-07 | 1.45e+02
optimum t = 0.572 nm; direct k-space 0.572 nm
k-space rho at formula optimum = 4.26e-03 ohm cm2
at optimum: a = 8.93 /nm; b = 21.8; s = 0.0483
barrier excess 24.1 meV; kT beta/a = 23.0 meV
barrier factor gained = 1.19e+07
tunnelling factor lost = 93.3
net reduction rho(0)/rho(opt) = 1.27e+05
break-even thickness = 2.17 nm
immediate fall: P0 from 0.0514 to 19.5
  D0 from 9.46e+11 to 3.59e+14 /(eV cm2)
random cases: 188 falling first, 100 rise-fall-rise
Neglected effects:
matching prefactors: t = 0.58 nm, reduction 3.37e+05
with depletion charge and tunnelling (WKB):
N (/cm3) | t opt (nm) | rho(0) | rho(opt) (ohm cm2) | ratio
5e+16 | 0.56 | 2.05e+02 | 1.48e-03 | 1.39e+05
1e+19 | 0.43 | 5.85e-04 | 3.62e-07 | 1.62e+03
1e+20 | 0.24 | 1.90e-08 | 5.33e-09 | 3.57e+00
fixed traps 1e+12 /(eV cm2): t = 0.55 nm, rho = 1.35e-02 ohm cm2
fixed traps 1e+13 /(eV cm2): t = 0.43 nm, rho = 3.69e+00 ohm cm2
bulk edge above Fermi level = 0.163 eV
image-force lowering at t=0 = 33 meV
k conserved: side valleys cut by 5.1e-04; rho up 5.4 times
built-in insulator field at optimum = 0.09 MV/cm
0.3 nm too thick: rho up 4.5 times
at 400 K: t = 0.535 nm, reduction 2.25e+03
```
